\section*{Extracting hydrostatic and shear deformation potentials from strained-cell calculations, part 1}

(Sections cited here and not found follow in the second part.)

Whoever sets up strained-cell band calculations has to decide at which wave vector each strained cell is diagonalized, which number divides the level shift, and whether the resulting constant may be compared with one from another code. The wave vector is $F^{-T}\mathbf k$, the divisor is the tensor strain, and the comparison is safe for splittings and gaps, provided both codes treat the internal displacement alike, but not for the shift of a single level under a strain that changes the volume. The scheme below is for a spinless crystal with the diamond lattice, to first order in strain, in Hartree atomic units, with electron energies counted upward.

\section{The cell and the wave vector}

Let the deformation be $\mathbf r'=F\mathbf r$ with $F=1+\delta A$, where $A$ fixes its shape and $\delta$ its size. The tensor strain is $\varepsilon=\delta e$, $e=(A+A^T)/2$, and the engineering shear is $\gamma_{ij}=2\varepsilon_{ij}$ for $i\neq j$. A rate is the derivative $dE/d\delta$ at $\delta=0$. The lattice vectors become $\mathbf a_i'=F\mathbf a_i$, and since
\begin{equation}
(F\mathbf a_i)\cdot(F^{-T}\mathbf b_j)=\mathbf a_i^TF^TF^{-T}\mathbf b_j=\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij},
\end{equation}
the reciprocal vectors are $\mathbf b_j'=F^{-T}\mathbf b_j$, with $F^{-T}=(F^T)^{-1}$. A Bloch state is labelled by its phases $\mathbf k\cdot\mathbf a_i$. Under periodic boundary conditions on $N_i$ cells these are multiples of $2\pi/N_i$ and cannot change continuously with $\delta$. The state therefore keeps them, and the same identity gives
\begin{equation}
\mathbf k'=F^{-T}\mathbf k=\mathbf k-\delta A^T\mathbf k+O(\delta^2).
\end{equation}
Fractional coordinates of $\mathbf k$ are unchanged, so a code fed with fractional input needs no map at all.

If the strained cell is diagonalized at another point $\tilde{\mathbf k}$, a nondegenerate band with velocity $\mathbf v=\nabla_{\mathbf k}E$ is off by $\mathbf v\cdot(\tilde{\mathbf k}-\mathbf k')$ at first order. Keeping the Cartesian vector gives $\tilde{\mathbf k}-\mathbf k'=\delta A^T\mathbf k$. Omitting the transpose gives $\tilde{\mathbf k}=\mathbf k-\delta A\mathbf k$. The errors in the rate are
\begin{equation}
\Delta_{\rm fixed}=\mathbf v\cdot A^T\mathbf k,\qquad
\Delta_{\rm inv}=-\mathbf v\cdot(A-A^T)\mathbf k .
\label{maps}
\end{equation}
Both vanish at a band extremum, and the second vanishes for symmetric $A$, where $F^{-1}=F^{-T}$. The first changes by $\mathbf v\cdot A^T\mathbf G$ when the same state is labelled $\mathbf k+\mathbf G$, so a rate at fixed Cartesian $\mathbf k$ is not a property of the state. At an extremum the map also settles the question of the moving valley: strain tilts the band by $O(\delta)$, the minimum moves by $O(\delta)$, and with $\mathbf v=0$ the energy gained is $O(\delta^2)$.

A rigid rotation $R$ of crystal and wave vector together leaves the spectrum unchanged, and $R^{-T}=R$. With $\omega=(A-A^T)/2$ one has $F=(1+\delta\omega)(1+\delta e)+O(\delta^2)$, and the first factor is a rotation to this order. The rate at $F^{-T}\mathbf k$ therefore depends on $e$ alone. A simple shear, $A_{xz}=1$ and $\delta=\gamma$, is equivalent to $\varepsilon_{xz}=\varepsilon_{zx}=\gamma/2$.

\section{What cubic symmetry allows}

The point group $T_d$ about one atom is generated by the twofold rotations, which reverse two Cartesian axes, and by the permutations of the axes. It maps each sublattice onto itself. A Cartesian tensor component survives the twofold rotations only if the numbers of its $x$, $y$ and $z$ indices are all even or all odd, because each rotation multiplies it by $-1$ to the power of the sum of two of these numbers.

\subsection{Internal displacement}

The two atoms of the cell sit at $\pm\boldsymbol\tau$, $\boldsymbol\tau=(a/8)(1,1,1)$, measured from a bond centre. After strain they sit at $\pm(F\boldsymbol\tau+\delta\,\mathbf w/2)$. The relative shift is a vector linear in $e$, $w_i=W_{ijk}e_{jk}$. Three indices cannot be all even, so only components with one $x$, one $y$ and one $z$ survive, and permutations make them equal. One number, the Kleinman parameter $\zeta$, remains:
\begin{equation}
\mathbf w=-\zeta\,\frac a2\,(e_{yz},e_{zx},e_{xy}).
\end{equation}
Diagonal strains cause no shift. To fix the meaning of $\zeta$, take $e_{ij}=1$ for all $i\ne j$ and zero diagonal, and measure bonds in units of $a/4$: $\mathbf s_1=(1,1,1)$, $\mathbf s_2=(1,-1,-1)$ and its two cyclic partners. Then $\mathbf b_i=\mathbf s_i+\delta e\mathbf s_i-2\zeta\delta(1,1,1)$, with $e\mathbf s_1=(2,2,2)$ and $e\mathbf s_2=(-2,0,0)$. With $\sigma_i$ the sum of the components of $\mathbf s_i$ ($\sigma_1=3$, the others $-1$), the first-order change of a scalar product is $\delta[2\mathbf s_i\cdot e\mathbf s_j-2\zeta(\sigma_i+\sigma_j)]$, which gives
\begin{align}
\Delta(\mathbf b_1^2)&=12\delta(1-\zeta), & \Delta(\mathbf b_2^2)&=-4\delta(1-\zeta),\\
\Delta(\mathbf b_1\cdot\mathbf b_2)&=-4\delta(1+\zeta), & \Delta(\mathbf b_2\cdot\mathbf b_3)&=4\delta(1+\zeta).
\end{align}
So $\zeta=1$ keeps the bond lengths and $\zeta=0$ is the clamped cell. In a total-energy code $\zeta$ comes from relaxing the forces. The example uses the Keating energy, with weight $\alpha$ on the squared change for each of the four bonds of the cell and $\beta$ for each of the twelve bond pairs (six at each atom). The sums are $(144+3\cdot16)\,\alpha\delta^2(1-\zeta)^2$ and $12\cdot16\,\beta\delta^2(1+\zeta)^2$, both with prefactor 192. Setting the derivative of $\alpha(1-\zeta)^2+\beta(1+\zeta)^2$ to zero gives $-\alpha(1-\zeta)+\beta(1+\zeta)=0$, or $\zeta=(\alpha-\beta)/(\alpha+\beta)$.

\subsection{The valence triplet}

The $\Gamma_{25'}$ states $X,Y,Z$ transform as $yz,zx,xy$. Under the generators above these behave as $x,y,z$: reversing $x$ and $y$ reverses $yz$ and $zx$, and permutations permute them. The first-order matrix $H_{\mu\nu}=T_{\mu\nu ij}\varepsilon_{ij}$ has four indices, which cannot be all odd, so each letter occurs an even number of times. Permutations leave $l=T_{xxxx}$, $m=T_{xxyy}$ and one shear constant $n$, defined by $H_{XY}=n\varepsilon_{xy}$ after the equal terms $\varepsilon_{xy}$ and $\varepsilon_{yx}$ are collected. The Bir--Pikus constants are $a_v=(l+2m)/3$, $b=(l-m)/3$, $d=n/\sqrt3$, so that $l=a_v+2b$, $m=a_v-b$ and
\begin{equation}
H_{XX}=a_v\,{\rm tr}\,\varepsilon+2b\,\varepsilon_{xx}-b(\varepsilon_{yy}+\varepsilon_{zz}),\qquad H_{XY}=\sqrt3\,d\,\varepsilon_{xy},
\label{bp}
\end{equation}
with cyclic partners.

\subsection{Conduction valleys}

A nondegenerate level shifts by $D_{ij}\varepsilon_{ij}$, with $D$ symmetric and invariant under the operations that leave the valley in place. For $L=(\pi/a)(1,1,1)$ the cyclic permutation makes the diagonal elements equal and the off-diagonal elements equal. For the $\Delta$ valley on the $z$ axis, reversing $x$ and $y$ removes $D_{xz}$ and $D_{yz}$. The operation $(x,y,z)\to(y,-x,-z)$ sends $\mathbf k$ to $-\mathbf k$, and time reversal, $E(-\mathbf k)=E(\mathbf k)$ at any strain, brings it back; it gives $D_{xx}=D_{yy}$ and $D_{xy}=-D_{xy}=0$. In both cases $D=\Xi_d1+\Xi_u\mathbf n\mathbf n^T$ with $\mathbf n$ the valley direction, which is the Herring--Vogt form
\begin{equation}
\Delta E=\Xi_d\,{\rm tr}\,\varepsilon+\Xi_u\,\mathbf n\cdot\varepsilon\,\mathbf n,\qquad a_c=\Xi_d+\Xi_u/3 .
\label{hv}
\end{equation}
The last relation follows from $\varepsilon=\delta\,1$, where ${\rm tr}\,\varepsilon=3\delta$ and $\mathbf n\cdot\varepsilon\mathbf n=\delta$. At $\Gamma$ a singlet such as $\Gamma_{2'}$ has $D=a_\Gamma 1$.

\section{Three pairs of runs}

For $e=1$, every level has rate $3a$, and $a=dE/d\ln\Omega$ because $d\ln\Omega/d\delta={\rm tr}\,e=3$.

For the tetragonal $e={\rm diag}(-\tfrac12,-\tfrac12,1)$, equation (\ref{bp}) gives $Z$ the rate $2b+b=3b$, and $X,Y$ the rate $-b-b/2=-3b/2$. Singlet minus doublet is $9b/2$. The $z$ valley has rate $\Xi_u^\Delta$ and the $x$ valley $-\Xi_u^\Delta/2$, a difference of $3\Xi_u^\Delta/2$.

For the trigonal $e$, with ones off the diagonal, the triplet matrix is $\sqrt3d\,(J-1)$, where $J$ is the matrix of ones with eigenvalues $3,0,0$. The rates are $2\sqrt3d$ once and $-\sqrt3d$ twice, a difference of $3\sqrt3d$. The sign of $d$ is read from whether the singlet goes up or down, so no phase choice for $X,Y,Z$ enters. For an $L$ valley with sign vector $\mathbf s$, $\mathbf n\cdot e\mathbf n=\frac13\sum_{i\ne j}s_is_j=(\sigma^2-3)/3$, which is $2$ for $[111]$ and $-2/3$ for $[11\bar1]$, a difference of $8\Xi_u^L/3$.

Here $\delta$ is the tensor element, and the engineering shear of this cell is $2\delta$. A simple shear $\gamma$ puts $\sqrt3d\gamma/2$ into one off-diagonal pair of (\ref{bp}), with eigenvalues $0,\pm\sqrt3d\gamma/2$. Dividing a splitting by $\gamma$ in place of $\varepsilon$ returns $d/2$; inserting $\gamma$ into (\ref{bp}) doubles the off-diagonal terms.

Each level follows a branch $E_0+\lambda\delta+\mu\delta^2+\nu\delta^3+\dots$, and the central difference returns $\lambda+\nu\delta^2$. A diagonalizer returns sorted levels, and for small $\delta$ the order within a multiplet is set by $\lambda\delta$, which reverses with the sign of $\delta$. The list at $-\delta$ must be reversed before subtraction. This pairs each branch with itself when the $\lambda$ are distinct, and is harmless when symmetry keeps branches degenerate, as in all three runs. If two branches share $\lambda$ but have $\mu_1\neq\mu_2$, their order is the same at both signs, the reversal mismatches them, and the rate is off by $\pm\delta(\mu_1-\mu_2)/2$.

\begin{verbatim}
input: cell a_i, states (k, bands), plane-wave
       index sets n(k), zeta, step delta
locate the Delta minimum as the root of v_z(k) at
  which v_z goes from - to + with increasing k_z
rate(A, k, bands):
  for s = +delta, -delta:
    F = 1 + s*A;  F = R U (polar decomposition)
    a_i' = F a_i;  k' = inverse(F)^T k
    atoms at +-(F tau + R w(U - 1)/2)
    E[s] = sorted levels at k', same index set n(k)
  return (E[+] - reverse(E[-])) / (2 delta)
hydrostatic: a = rate/3 at Gamma, Delta, L
tetragonal:  b = (singlet - doublet)/(9/2)
             Xu_Delta = (z - x)/(3/2)
trigonal:    d = (singlet - doublet)/(3 sqrt 3)
             Xu_L = ([111] - [11-1])/(8/3)
check: singlet + 2 doublet = 0, z + 2x = 0,
       [111] + 3 [11-1] = 0
report b, d, Xu, a_c - a_v; report a_v, a_c and
       Xd = a_c - Xu/3 with their energy reference
\end{verbatim}

The three checks follow from the rates above. They fail if the cell volume or the energy zero carries an unintended change odd in $\delta$. An error that is the same at $+\delta$ and $-\delta$, such as a wrong lattice constant, passes them unnoticed.

\section{The first-order operator}

An analytic rate is available in a model of rigid pseudo-atoms with a local potential of Fourier transform $v(q)$. With $\mathbf p=\mathbf k+\mathbf G$ and $\mathbf g=\mathbf G-\mathbf G'$,
\begin{equation}
H_{\mathbf G\mathbf G'}=\tfrac12\mathbf p^2\delta_{\mathbf G\mathbf G'}+V_{\mathbf g},\qquad V_{\mathbf g}=\frac{v(g)S(\mathbf g)}{\Omega},\qquad S=2\cos(\mathbf g\cdot\boldsymbol\tau).
\end{equation}
Take symmetric $A=e$ and a fixed set of integer indices. Four things change. First, $\mathbf p'=(1-\delta e)\mathbf p$, so $\tfrac12\mathbf p^2$ changes by $-\delta\,\mathbf p\cdot e\mathbf p$. Second, $1/\Omega$ acquires the factor $1-\delta\,{\rm tr}\,e$. Third, $g^2$ changes by $-2\delta\,\mathbf g\cdot e\mathbf g$, so $g$ changes by $-\delta\,\mathbf g\cdot e\mathbf g/g$. Fourth, the phase becomes $F^{-T}\mathbf g\cdot F\boldsymbol\tau+\delta\,\mathbf g\cdot\mathbf w/2=\mathbf g\cdot\boldsymbol\tau+\delta\,\mathbf g\cdot\mathbf w/2$, so $S$ changes by $-\delta\sin(\mathbf g\cdot\boldsymbol\tau)\,\mathbf g\cdot\mathbf w$. Collecting,
\begin{equation}
\mathcal D[e]_{\mathbf G\mathbf G'}=-\mathbf p\cdot e\mathbf p\,\delta_{\mathbf G\mathbf G'}-{\rm tr}\,e\;V_{\mathbf g}
-\frac{\mathbf g\cdot e\mathbf g}{g}\frac{v'(g)S}{\Omega}-\frac{v(g)}{\Omega}\sin(\mathbf g\cdot\boldsymbol\tau)\,\mathbf g\cdot\mathbf w .
\label{D}
\end{equation}
By first-order perturbation theory the rates are the eigenvalues of $\mathcal D$ projected on the unstrained level, and the velocity is $\langle\mathbf p\rangle$ because $V$ does not depend on $\mathbf k$. The last term is linear in $\zeta$ and present only for off-diagonal $e$, so $d$ and $\Xi_u^L$ are linear in $\zeta$, while $b$, $\Xi_u^\Delta$ and the $a$ do not depend on it.

The wave vector for each strained cell, the constants that cubic symmetry allows, the three pairs of runs that extract them and the first-order operator are now in place. It remains to separate the constants that depend on the energy reference from those that do not, and to test the scheme on a worked example, with its cost and failure modes.
